# How a 0.1 eV formation-energy error changes defect concentrations

**Question.** A calculated formation energy of a point defect is wrong by 0.1 eV. By what factor is the defect concentration computed from it wrong at 300 K and at 1200 K, and how does that factor scale with the error and the temperature?

**Answer.** The simplest case is a neutral defect in thermal equilibrium. Charged defects and defects frozen in during cooling need separate treatment, because in each of them one assumption of the simple case fails.

## From energy to concentration

Let $E$ be the energy needed to form one defect, with all atoms exchanged with reservoirs at fixed chemical potentials. Each site can hold one defect in $g$ equivalent configurations, and defects do not interact. Vibrational entropy is left out.

On $M$ sites, $n$ defects can be placed in $\binom{M}{n}g^n$ ways, and each arrangement has the Boltzmann factor $e^{-nE/k_BT}$. With $x=g\,e^{-E/k_BT}$, the sum of all weights is

$$
Z=\sum_{n=0}^{M}\binom{M}{n}x^n=(1+x)^M .
$$

Applying $x\,d/dx$ to $x^n$ brings down a factor $n$, so the mean number of defects is

$$
\langle n\rangle=\frac{x}{Z}\frac{dZ}{dx}=x\frac{d\ln Z}{dx}=\frac{Mx}{1+x}.
$$

For a site density $N$, the concentration is therefore

$$
c=\frac{Nx}{1+x}\approx N g\,e^{-E/k_BT}\qquad (x\ll1).
$$

Define the error as $\delta=E_{\rm calc}-E_{\rm true}$. The calculation then uses $x\,e^{-\delta/k_BT}$ where the true value is $x$, and

$$
\frac{c_{\rm calc}}{c_{\rm true}}
=\frac{x\,e^{-\delta/k_BT}}{1+x\,e^{-\delta/k_BT}}\,\frac{1+x}{x}
=e^{-\delta/k_BT}\,\frac{1+x}{1+x\,e^{-\delta/k_BT}} .
$$

If both occupations are small, the last fraction is close to 1 and

$$
\frac{c_{\rm calc}}{c_{\rm true}}=e^{-\delta/k_BT}.
$$

The site density, the degeneracy and the formation energy itself have dropped out. So would a vibrational prefactor, if it were the same in the true and the calculated concentration. An energy that is too low, $\delta<0$, gives too many defects.

## The two temperatures

At 300 K, $k_BT=0.02585$ eV. An energy 0.1 eV too low gives

$$
\frac{0.1}{0.02585}=3.868,\qquad e^{3.868}\approx 48 .
$$

At 1200 K, $k_BT=0.1034$ eV, and

$$
\frac{0.1}{0.1034}=0.967,\qquad e^{0.967}\approx 2.6 .
$$

If the energy is 0.1 eV too high, the concentration is too small by the same factors: it is 0.021 of the true value at 300 K and 0.38 of it at 1200 K.

The logarithm of the factor is proportional to $|\delta|$ and to $1/T$. Since 1200 K is four times 300 K, the colder factor is the fourth power of the hotter one, $2.63^4\approx48$. This assumes the same $\delta$ at both temperatures. Doubling the energy error squares the factor.

The relation can be turned around to set an accuracy goal. A concentration wrong by a factor of ten corresponds to $|\delta|=k_BT\ln10$, which is 0.060 eV at 300 K and 0.24 eV at 1200 K.

A large factor need not mean a large number of defects. Take model parameters $N=0.05$ Å$^{-3}$, $g=1$ and a true formation energy of 2.0 eV:

- At 300 K the concentration is $1.3\times10^{-11}$ cm$^{-3}$. With the energy 0.1 eV too low it becomes $6.0\times10^{-10}$ cm$^{-3}$. Both values mean less than one defect in a cubic metre, so the factor of 48 has no visible consequence in equilibrium.
- At 1200 K the concentration is $2.0\times10^{14}$ cm$^{-3}$. The calculated value is $5.2\times10^{14}$ cm$^{-3}$ if the energy is too low and $7.6\times10^{13}$ cm$^{-3}$ if it is too high. Here the smaller factor changes a concentration that matters.

The dilute limit can also fail. With $E=0.3$ eV at 1200 K, the occupation is $x/(1+x)=0.052$, so $x=0.055$. Lowering the energy by 0.1 eV gives a factor

$$
2.63\times\frac{1+0.055}{1+0.055\times2.63}\approx2.42 .
$$

The response is weaker than 2.63 because part of the sites is already taken.

## Charged defects: the Fermi level responds

Forming a defect of charge $q$ transfers $q$ electrons to the electron reservoir, whose energy per electron is the Fermi level $\mu$. The formation energy therefore contains $+q\mu$. With $\mu$ measured from the valence edge, write

$$
E_q(\mu)=E_{\rm edge}-q\,(E_{\rm gap}-\mu),
$$

where $E_{\rm edge}$ is the value at the conduction edge. The error $\delta$ is now an error of $E_{\rm edge}$. If $\mu$ is held fixed, the earlier factor applies unchanged. In a crystal, however, $\mu$ follows from charge neutrality, which includes the defects.

For dilute carriers, Boltzmann statistics give

$$
n=N_c\,e^{-(E_{\rm gap}-\mu)/k_BT},\qquad p=N_v\,e^{-\mu/k_BT}
$$

for electrons and holes. In atomic units a parabolic band of mass $m$ has, with both spins, the density of states $\sqrt2\,m^{3/2}\sqrt{\varepsilon}/\pi^2$. Using $\int_0^\infty\sqrt{\varepsilon}\,e^{-\varepsilon/k_BT}d\varepsilon=\tfrac{\sqrt\pi}{2}(k_BT)^{3/2}$,

$$
N_c=\frac{\sqrt2\,m^{3/2}}{\pi^2}\,\frac{\sqrt\pi}{2}\,(k_BT)^{3/2}
=2\left(\frac{mk_BT}{2\pi}\right)^{3/2},
$$

and $N_v$ has the same form with the hole mass.

Let $B$ be a fixed net density of ionized donors, negative if acceptors dominate. Neutrality requires

$$
n-p-qc-B=0 .
$$

Change $E_{\rm edge}$ by $dE$ at fixed $T$ and $B$. The three densities change by

$$
dn=\frac{n\,d\mu}{k_BT},\qquad dp=-\frac{p\,d\mu}{k_BT},\qquad
dc=-\frac{c\,(dE+q\,d\mu)}{k_BT}.
$$

Inserting these into $dn-dp-q\,dc=0$ and multiplying by $k_BT$ gives

$$
(n+p)\,d\mu+qc\,(dE+q\,d\mu)=0
\quad\Rightarrow\quad
d\mu=-\frac{qc\,dE}{n+p+q^2c}.
$$

The effective change of the formation energy is then

$$
dE+q\,d\mu=dE\left(1-\frac{q^2c}{n+p+q^2c}\right)=s\,dE,\qquad
s=\frac{n+p}{n+p+q^2c},
$$

and therefore

$$
\frac{d\ln c}{dE}=-\frac{s}{k_BT}.
$$

The share $s$ lies between 0 and 1, so the shift of the Fermi level weakens the response. For a donor-like defect the mechanism is direct: a lower energy gives more defects, these release more electrons, $\mu$ rises, and a higher $\mu$ makes positive defects more costly. Finite differences of numerical solutions of the neutrality condition confirm the formula for $q=1$, $2$ and $-1$.

If positive defects are balanced by electrons alone, then $n=qc$, $p\ll n$ and $B=0$, so

$$
s=\frac{qc}{qc+q^2c}=\frac{1}{1+q}.
$$

For $q=1$ and $B=0$ a finite error can also be treated. The Fermi level cancels in two products:

$$
np=N_cN_v\,e^{-E_{\rm gap}/k_BT}\equiv n_i^2,\qquad
nc=N_cNg\,e^{-E_{\rm edge}/k_BT}\equiv K .
$$

Neutrality, $n=p+c=(n_i^2+K)/n$, gives $n=\sqrt{n_i^2+K}$ and

$$
c=\frac{K}{\sqrt{n_i^2+K}} .
$$

The error multiplies $K$ by $e^{-\delta/k_BT}$. If $K\ll n_i^2$, thermal carriers fix the Fermi level, $c\approx K/n_i$, and the full factor returns. If $K\gg n_i^2$, then $c\approx\sqrt K$ and the factor is $e^{-\delta/2k_BT}$.

## A charged donor in numbers

Take a donor with $q=1$ that is always ionized, $E_{\rm edge}=1.6$ eV, a temperature-independent gap of 2.0 eV, and both carrier masses equal to the electron mass. The values of $N$ and $g$ are as before. Let the energy be 0.1 eV too low.

**No other dopants.** At 1200 K, the electron and defect densities are both $1.38\times10^{-6}$ Å$^{-3}$, so $s=0.50$. The concentration is too large by a factor of $\sqrt{2.63}\approx1.62$. At 300 K the same balance holds and the factor is $\sqrt{47.9}\approx6.9$, not 48.

**Fixed donors, $B=10^{-5}$ Å$^{-3}$.** At 1200 K, $n=1.02\times10^{-5}$ Å$^{-3}$ and $c=1.9\times10^{-7}$ Å$^{-3}$. The defects hardly affect the Fermi level: $s=0.98$, and the factor is 2.56, close to the full value.

**Fixed acceptors, $B=-10^{-5}$ Å$^{-3}$.** At 1200 K the two densities trade places: $n=1.9\times10^{-7}$ Å$^{-3}$ and $c=1.02\times10^{-5}$ Å$^{-3}$. Now $s=0.018$, and the defect concentration is too large by only 3%. Neutrality forces it to stay near the acceptor density, provided that density is fixed. Singly charged acceptors that equilibrate themselves have a density $a\propto e^{\mu/k_BT}$ and respond like electrons. Then $s=(n+p+a)/(n+p+a+q^2c)$, which is about $1/2$ at the same densities. The error has moved to the electrons: since $nc=K$, their density is too large by a factor of $2.63/1.03\approx2.6$. A well-determined defect concentration does not, in this regime, imply a well-determined carrier concentration.

At the Fermi level found for fixed donors, Boltzmann statistics give an electron density 1.8% above the Fermi–Dirac value. This is small beside the factor of 2.56 in that case. The other two cases have lower electron densities, so the deviation is smaller there.

## Defects measured at 300 K but formed at 1200 K

The 300 K factor presumes that defects keep their equilibrium concentration down to 300 K. This requires them to move and disappear during cooling. Suppose a neutral defect relaxes at a rate $\Gamma(T)=\Gamma_0e^{-E_b/k_BT}$, with migration barrier $E_b$:

$$
\frac{dc}{dt}=-\Gamma\,(c-c_{\rm eq}) .
$$

For a cooling rate $r>0$, $dT=-r\,dt$, so

$$
\frac{dc}{dT}=\frac{\Gamma}{r}\,(c-c_{\rm eq}) .
$$

Let cooling run from $T_0$ to $T_1$, starting in equilibrium, and define $\Lambda(T)=\int_{T_1}^{T}(\Gamma/r)\,dT'$. Multiplication by $e^{-\Lambda}$ turns the equation into $d(c\,e^{-\Lambda})/dT=-(\Gamma/r)\,e^{-\Lambda}c_{\rm eq}$. Integrating from $T_1$ to $T_0$ gives

$$
c(T_1)=e^{-\Lambda(T_0)}c_{\rm eq}(T_0)+\int_{T_1}^{T_0}\frac{\Gamma}{r}\,e^{-\Lambda}\,c_{\rm eq}(T)\,dT .
$$

The weights multiplying $c_{\rm eq}$ are positive, add up to 1, and do not contain the formation energy. The final concentration is thus an average of earlier equilibrium values. An error in $E$ multiplies each of them by its own $e^{-\delta/k_BT}$, so the final factor must lie between those of $T_0$ and $T_1$. An error in the migration barrier would change the weights as well and is excluded here. The argument also needs a loss that is linear in $c$, with a rate that does not depend on $E$, as for migration to fixed sinks. If defects vanish by recombining in pairs, the loss rate grows with $c$ itself. A lower $E$ then keeps the defects in equilibrium down to a lower temperature, which offsets part of the error, and the final factor can fall below that of $T_0$.

For the 2.0 eV defect, take $E_b=1.0$ eV and $\Gamma_0=10^6$ s$^{-1}$, and cool from 1200 K to 300 K:

- At $10^6$ K/s, $1.98\times10^{14}$ cm$^{-3}$ remain, almost the full 1200 K concentration. The error factor at the end is 2.63.
- At 10 K/s, $4.2\times10^{9}$ cm$^{-3}$ remain, and the factor is 4.3.

The factor 4.3 is the equilibrium factor of 796 K, whereas the remaining concentration is the equilibrium concentration of 771 K. The two temperatures differ because freezing is spread over a range. By the average above, $c/N$ is a sum of exponentials $e^{-E/k_BT}$ with positive weights that add up to 1. Its logarithm is therefore a convex function of $E$ that vanishes at $E=0$. The mean slope of this function between 0 and 2.0 eV is $-1/k_BT$ at the temperature read from the concentration, and the mean slope between 1.9 and 2.0 eV is $-1/k_BT$ at the temperature read from the error factor. Convexity makes the second slope less steep, so the second temperature is higher.

For a dilute neutral defect that freezes in under this linear relaxation law, the temperature to insert in $e^{-\delta/k_BT}$ is therefore not the 300 K at which the sample is examined, but one within the range where equilibration stops. In the slow-cooling example it is 796 K. In the fast one, the defects hardly relax at all, and it is practically the starting temperature of 1200 K.

## Computed results

```
energy error: 0.1 eV
site density: 0.05 per A^3
neutral formation energy: 2.0 eV
--- neutral defect at 300 K ---
kT: 0.02585 eV; error/kT: 3.8682
factor for energy too low: 47.855
factor for energy too high: 0.0209
error giving a factor of ten: 0.0595 eV
density: 1.260e-35 per A^3 = 1.260e-11 cm^-3
density, energy too low: 6.031e-10 cm^-3
density, energy too high: 2.633e-13 cm^-3
--- neutral defect at 1200 K ---
kT: 0.10341 eV; error/kT: 0.9670
factor for energy too low: 2.630
factor for energy too high: 0.3802
error giving a factor of ten: 0.2381 eV
density: 1.992e-10 per A^3 = 1.992e+14 cm^-3
density, energy too low: 5.240e+14 cm^-3
density, energy too high: 7.575e+13 cm^-3
--- crowded sites at 1200 K ---
formation energy: 0.3 eV
occupation: 0.0521 per site
factor for energy too low: 2.424
--- charged donor ---
gap: 2.0 eV; energy at conduction edge: 1.6 eV
fixed dopant density when present: 1.0e-05 per A^3
band density Nc at 1200 K: 2.008e-04 per A^3
undoped, 1200 K: Fermi level 1.4853 eV
  electrons 1.384e-06, defects 1.383e-06 per A^3
  share s 0.5000; factor for energy too low 1.622
fixed donors, 1200 K: Fermi level 1.6918 eV
  electrons 1.019e-05, defects 1.879e-07 per A^3
  share s 0.9819; factor for energy too low 2.557
fixed acceptors, 1200 K: Fermi level 1.2788 eV
  electrons 1.879e-07, defects 1.019e-05 per A^3
  share s 0.0182; factor for energy too low 1.029
undoped, 300 K: factor for energy too low 6.918
Boltzmann excess, fixed donors: 1.78 percent
--- neutral defect cooled from 1200 K to 300 K ---
barrier: 1.0 eV; rate prefactor: 1e+06 1/s
cooling at 1e+06 K/s: factor 2.630
  density left: 1.984e+14 cm^-3
cooling at 1e+01 K/s: factor 4.298
  density left: 4.208e+09 cm^-3
slow cooling, temperature from factor: 796 K
slow cooling, temperature from density: 771 K
```
